**Valley splitting of a silicon dot on a tilted interface**

For lateral density exp(-r²/l²)/(πl²), a smooth interface tilted by θ multiplies the first-order valley splitting by exp(-(k0 l tan θ)²), which is about exp(-(k0 θ l)²) at small tilt. Here k0 is the valley wave number, l the dot radius and Δ0 the coupling of a flat interface, whose splitting is 2|Δ0|. The program asserts this factor against two-dimensional quadrature and against diagonalization of a weakly coupled two-valley Hamiltonian. It also asserts the Fourier series for a staircase interface against a sum over terraces, and the splitting of a lattice with real atomic steps against a two-valley model with phase jumps. The alloy-disorder variance is asserted against 1000 random alloys. For a tilt of 0.3 degrees the output shows the smooth-plane splitting falling from 392 µeV at l = 5 nm to 6 µeV at l = 40 nm. Atomic steps make the splitting of small dots depend strongly on position, and at 40 nm alloy disorder is as large as the ordered part.

## Numerical verification

```python
"""
Result under test: a silicon dot with lateral density exp(-r^2/l^2)/(pi l^2)
on an interface tilted by theta has its valley splitting reduced by
    exp(-(k0 l tan(theta))^2),  about exp(-(k0 theta l)^2) at small tilt.
Symbols: k0 valley wave number along z; l dot radius; Delta0 intervalley
coupling of a flat interface (flat splitting = 2|Delta0|); h = a/4 height of
an atomic step; w = h/tan(theta) terrace width; phi = 2 k0 h phase per step.
Energies in eV and lengths in nm inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh
from scipy.special import erf

# ---------- inputs (rough typical values for a Si/SiGe dot) ----------
hbar2_over_me = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
a = 0.543                       # lattice constant, nm
k0 = 0.85 * 2 * np.pi / a       # 1/nm
m_long, m_trans = 0.916, 0.19   # masses in units of the electron mass
theta = np.radians(0.3)
slope = np.tan(theta)
barrier = 0.150                 # eV
ge_fraction = 0.30
field = 0.003                   # eV/nm, energy slope of the electron
h = a / 4
w = h / slope
phi = 2 * k0 * h


def plane_factor(l, tilt_slope=slope):
    return np.exp(-(k0 * l * tilt_slope)**2)


def orbital_spacing(l):
    return hbar2_over_me / (m_trans * l**2)


# ---------- phase average from its definition, displaced dot ----------
for l in (5.0, 20.0, 30.0):
    g = np.linspace(-7 * l, 7 * l, 701)
    X, Y = np.meshgrid(g, g, indexing="ij")
    density = np.exp(-((X - 0.7 * l)**2 + (Y + 0.4 * l)**2) / l**2)
    height = slope * (0.6 * X + 0.8 * Y)      # oblique direction of tilt
    average = np.sum(density * np.exp(-2j * k0 * height)) / np.sum(density)
    assert abs(abs(average) - plane_factor(l)) < 1e-8

# ---------- vertical lattice model with valleys at +k0 and -k0 ----------
c0, s0 = np.cos(k0 * h), np.sin(k0 * h)
hop2 = hbar2_over_me / (8 * m_long * h**2 * s0**2)
hop1 = -4 * hop2 * c0


def band(k):
    return 2 * hop1 * np.cos(k * h) + 2 * hop2 * np.cos(2 * k * h)


k_scan = np.linspace(0, np.pi / h, 200001)
assert abs(k_scan[np.argmin(band(k_scan))] - k0) < 1e-3
dk = 1e-3
curvature = (band(k0 + dk) - 2 * band(k0) + band(k0 - dk)) / dk**2
assert abs(curvature * m_long / hbar2_over_me - 1) < 1e-3

layer = np.arange(-25, 126)
n_layer = layer.size
chain = diags([hop2, hop1, -band(k0), hop1, hop2], [-2, -1, 0, 1, 2],
              shape=(n_layer, n_layer), format="csr")
column = chain.toarray() + np.diag(barrier * (layer < 0) + field * h * layer)
column_energy, column_state = eigh(column, subset_by_index=[0, 2])
flat_splitting = column_energy[1] - column_energy[0]
delta0 = flat_splitting / 2
assert column_energy[2] - column_energy[1] > 10 * flat_splitting
layer_density = np.mean(column_state[:, :2]**2, axis=1)


# ---------- two-valley Hamiltonian along the tilt direction ----------
def lateral_kinetic(n_x, dx):
    t = hbar2_over_me / (2 * m_trans * dx**2)
    return diags([-t, 2 * t, -t], [-1, 0, 1], shape=(n_x, n_x), format="csr")


def harmonic(x, l):
    return 0.5 * orbital_spacing(l) * (x / l)**2


def two_valley_splitting(x, potential, coupling):
    kin = lateral_kinetic(x.size, x[1] - x[0]).toarray() + np.diag(potential)
    C = np.diag(coupling)
    H = np.block([[kin, C], [C.conj().T, kin]])
    e = eigh(H, eigvals_only=True, subset_by_index=[0, 1])
    return e[1] - e[0]


def smooth_plane_splitting(l, coupling_size):
    x = np.linspace(-5 * l, 5 * l, 201)
    rotating = coupling_size * np.exp(-2j * k0 * slope * x)
    return two_valley_splitting(x, harmonic(x, l), rotating)


for l in (5.0, 10.0, 20.0):
    weak = 1e-3 * orbital_spacing(l)
    ratio = smooth_plane_splitting(l, weak) / (2 * weak)
    assert abs(ratio / plane_factor(l) - 1) < 5e-3   # grid error of order 1e-3


# ---------- staircase: exact terrace sum against Fourier series ----------
def terrace_average(l, offset):
    m = np.arange(-400, 401)
    left, right = (m - offset) * w / l, (m + 1 - offset) * w / l
    return np.sum(np.exp(-1j * phi * m) * 0.5 * (erf(right) - erf(left)))


def fourier_average(l, offset):
    q = phi - 2 * np.pi * np.arange(-200, 201)
    c = (np.exp(1j * phi) - 1) / (1j * q)
    return np.sum(c * np.exp(-1j * q * offset - (q * l / (2 * w))**2))


for l in (5.0, 12.0, 20.0, 40.0):
    for offset in (0.1, 0.5, 0.8):
        assert abs(terrace_average(l, offset) - fourier_average(l, offset)) < 1e-8
step_prefactor = np.sin(phi / 2) / (phi / 2)
many_steps = abs(terrace_average(60.0, 0.3)) / plane_factor(60.0)
assert abs(many_steps / step_prefactor - 1) < 1e-2


# ---------- lattice in x and z with real steps against two valleys ----------
def stepped_dot(l):
    x = np.linspace(-4 * l, 4 * l, 81)
    step_index = np.floor(x / w + 0.5)
    V = (barrier * (layer[None, :] < step_index[:, None])
         + field * (h * layer[None, :] - slope * x[:, None])
         + harmonic(x, l)[:, None])
    H = (kron(lateral_kinetic(x.size, x[1] - x[0]), identity(n_layer))
         + kron(identity(x.size), chain) + diags(V.ravel()))
    start = np.random.default_rng(1).standard_normal(H.shape[0])
    e = np.sort(eigsh(H.tocsc(), k=2, sigma=column_energy[0] - 0.002,
                      which="LM", v0=start, return_eigenvectors=False))
    lattice = e[1] - e[0]
    sawtooth = field * (h * step_index - slope * x)
    valleys = two_valley_splitting(x, harmonic(x, l) + sawtooth,
                                   delta0 * np.exp(-1j * phi * step_index))
    return lattice, valleys


stepped = {l: stepped_dot(l) for l in (10.0, 20.0)}
for lattice, valleys in stepped.values():
    assert abs(lattice / valleys - 1) < 0.05   # steps also mix subbands a little

# ---------- alloy disorder: variance formula against random alloys ----------
band_slope = barrier / ge_fraction     # eV per unit Ge fraction
atom_area = a**2 / 2                   # area per atom in one layer
barrier_density = layer_density[layer < 0]


def disorder_rms_coupling(l):
    return band_slope * np.sqrt(ge_fraction * (1 - ge_fraction) * atom_area
                                * np.sum(barrier_density**2) / (2 * np.pi * l**2))


rng = np.random.default_rng(7)
l_mc, slope_mc = 4.0, np.tan(np.radians(3.0))
side = np.sqrt(atom_area)
g = np.arange(-32, 33) * side
X, Y = np.meshgrid(g, g, indexing="ij")
lateral = atom_area * np.exp(-(X**2 + Y**2) / l_mc**2) / (np.pi * l_mc**2)
terrace = np.floor(X * slope_mc / h)
depth = np.arange(-8, 0)
weight = (band_slope * barrier_density[-8:, None, None] * lateral[None]
          * np.exp(-1j * phi * (depth[:, None, None] + terrace[None])))
w_re, w_im = weight.real.ravel(), weight.imag.ravel()
square = []
for _ in range(1000):
    fluctuation = (rng.random(w_re.size) < ge_fraction) - ge_fraction
    square.append((fluctuation @ w_re)**2 + (fluctuation @ w_im)**2)
mc_rms = np.sqrt(np.mean(square))
# sampling error of the mean square is about 4 percent
assert abs(np.mean(square) / disorder_rms_coupling(l_mc)**2 - 1) < 0.17

# ---------- worked example ----------
ue = 1e6
print(f"lattice constant a = {a:.3f} nm; k0 = {k0:.3f} 1/nm")
print(f"masses: longitudinal {m_long}, transverse {m_trans} (electron masses)")
print(f"tilt = {np.degrees(theta):.2f} degrees = {theta*1e3:.3f} mrad")
print(f"barrier = {barrier*1e3:.0f} meV; Ge fraction = {ge_fraction:.2f}")
print(f"vertical field = {field*10:.3f} MV/cm")
print(f"step height h = {h:.4f} nm; terrace width w = {w:.2f} nm")
print(f"phase per step = {phi/np.pi:.3f} pi rad")
print(f"size where cancellation sets in, 1/(k0 theta) = {1/(k0*theta):.2f} nm")
print(f"chain hoppings: first {hop1:.4f} eV, second {hop2:.4f} eV")
print(f"flat-interface splitting = {flat_splitting*ue:.1f} ueV")
print(f"next vertical level above the pair = "
      f"{(column_energy[2]-column_energy[1])*1e3:.1f} meV")
print(f"many-step prefactor sin(phi/2)/(phi/2) = {step_prefactor:.4f}")
print(f"same prefactor from terrace sum at l = 60 nm = {many_steps:.4f}")
for l in (5.0, 10.0, 20.0, 30.0, 40.0):
    span = [abs(terrace_average(l, s)) for s in np.linspace(0, 1, 201)]
    print(f"l = {l:.0f} nm: phase turn over l = {2*k0*theta*l:.3f} rad, "
          f"exponent = {(k0*theta*l)**2:.4f}, factor = {np.exp(-(k0*theta*l)**2):.4f}")
    print(f"  orbital spacing = {orbital_spacing(l)*ue:.0f} ueV, "
          f"Delta0/spacing = {delta0/orbital_spacing(l):.3f}")
    print(f"  smooth plane: formula {flat_splitting*plane_factor(l)*ue:.2f} ueV, "
          f"with orbital mixing {smooth_plane_splitting(l, delta0)*ue:.2f} ueV")
    print(f"  staircase, first order, over step positions: "
          f"{min(span)*flat_splitting*ue:.2f} to {max(span)*flat_splitting*ue:.2f} ueV")
    print(f"  rms disorder splitting = {2*disorder_rms_coupling(l)*ue:.2f} ueV")
for l, (lattice, valleys) in stepped.items():
    print(f"stepped lattice, l = {l:.0f} nm, terrace centred: {lattice*ue:.2f} ueV; "
          f"two-valley model {valleys*ue:.2f} ueV")
print(f"random alloys, l = {l_mc:.0f} nm, tilt 3 degrees: rms coupling "
      f"{mc_rms*ue:.2f} ueV; formula {disorder_rms_coupling(l_mc)*ue:.2f} ueV")
print(f"plane factor for that dot and tilt = {plane_factor(l_mc, slope_mc):.4f}")
print(f"thermal energy at 0.1 K = {const.k*0.1/const.e*ue:.2f} ueV")
print("checks complete")
```

Running it gives:

```
lattice constant a = 0.543 nm; k0 = 9.836 1/nm
masses: longitudinal 0.916, transverse 0.19 (electron masses)
tilt = 0.30 degrees = 5.236 mrad
barrier = 150 meV; Ge fraction = 0.30
vertical field = 0.030 MV/cm
step height h = 0.1358 nm; terrace width w = 25.93 nm
phase per step = 0.850 pi rad
size where cancellation sets in, 1/(k0 theta) = 19.42 nm
chain hoppings: first -0.5573 eV, second 0.5968 eV
flat-interface splitting = 418.9 ueV
next vertical level above the pair = 12.2 meV
many-step prefactor sin(phi/2)/(phi/2) = 0.7283
same prefactor from terrace sum at l = 60 nm = 0.7283
l = 5 nm: phase turn over l = 0.515 rad, exponent = 0.0663, factor = 0.9358
  orbital spacing = 16042 ueV, Delta0/spacing = 0.013
  smooth plane: formula 392.04 ueV, with orbital mixing 392.03 ueV
  staircase, first order, over step positions: 97.79 to 418.72 ueV
  rms disorder splitting = 35.43 ueV
l = 10 nm: phase turn over l = 1.030 rad, exponent = 0.2652, factor = 0.7670
  orbital spacing = 4011 ueV, Delta0/spacing = 0.052
  smooth plane: formula 321.32 ueV, with orbital mixing 320.81 ueV
  staircase, first order, over step positions: 97.70 to 366.03 ueV
  rms disorder splitting = 17.72 ueV
l = 20 nm: phase turn over l = 2.060 rad, exponent = 1.0609, factor = 0.3462
  orbital spacing = 1003 ueV, Delta0/spacing = 0.209
  smooth plane: formula 145.01 ueV, with orbital mixing 142.61 ueV
  staircase, first order, over step positions: 73.26 to 137.95 ueV
  rms disorder splitting = 8.86 ueV
l = 30 nm: phase turn over l = 3.090 rad, exponent = 2.3869, factor = 0.0919
  orbital spacing = 446 ueV, Delta0/spacing = 0.470
  smooth plane: formula 38.50 ueV, with orbital mixing 39.99 ueV
  staircase, first order, over step positions: 25.18 to 30.89 ueV
  rms disorder splitting = 5.91 ueV
l = 40 nm: phase turn over l = 4.120 rad, exponent = 4.2434, factor = 0.0144
  orbital spacing = 251 ueV, Delta0/spacing = 0.836
  smooth plane: formula 6.01 ueV, with orbital mixing 7.24 ueV
  staircase, first order, over step positions: 4.28 to 4.48 ueV
  rms disorder splitting = 4.43 ueV
stepped lattice, l = 10 nm, terrace centred: 357.91 ueV; two-valley model 358.11 ueV
stepped lattice, l = 20 nm, terrace centred: 138.22 ueV; two-valley model 137.98 ueV
random alloys, l = 4 nm, tilt 3 degrees: rms coupling 22.18 ueV; formula 22.15 ueV
plane factor for that dot and tilt = 0.0142
thermal energy at 0.1 K = 8.62 ueV
checks complete
```
